# Angular transmission through a sharp symmetric graphene p-n step

## Result and model

A carrier in ballistic graphene that meets a sharp, symmetric p-n step at angle $\theta$ from the normal is transmitted with probability

$$T(\theta)=\cos^2\theta ,\qquad R(\theta)=\sin^2\theta . \tag{1}$$

At $\theta=0$ transmission is perfect, although the carrier passes from the conduction band to the valence band. The angular law needs a step that is both sharp and symmetric. Perfect normal transmission needs neither property.

Near one Dirac point the Hamiltonian is

$$H=v\,(\sigma_x p_x+\sigma_y p_y)+U(x),\qquad U(x)=\begin{cases}-U_0,&x<0\\ +U_0,&x>0,\end{cases}\tag{2}$$

where $v$ is the Dirac velocity, $U_0>0$, and the Pauli matrices act on the two sublattice amplitudes. The Fermi energy is $E=0$. The kinetic energy $E-U$ is then $+U_0$ on the left, which is n-type, and $-U_0$ on the right, which is p-type. Both sides have the Fermi wavevector $k_F=U_0/(\hbar v)$.

The interface is straight, so $k_y$ is conserved. The potential rises over a distance $d$ that is short compared with $1/k_F$ but long compared with the bond length. The first condition lets the carrier see a step. The second keeps the two valleys apart and gives neighbouring atoms nearly the same potential, so that $U$ multiplies the unit matrix. Gap, disorder and interactions are left out. The other valley has the same Hamiltonian with $k_y\to-k_y$, in a suitable sublattice basis. Since (1) is even in $\theta$, it holds there too.

## Current and boundary condition

For $\psi(x,y)=e^{ik_yy}\psi(x)$ the stationary equation reads

$$-i\hbar v\,\sigma_x\partial_x\psi+\hbar v k_y\sigma_y\psi=(E-U)\psi .$$

Multiply from the left by $i\sigma_x/(\hbar v)$ and use $\sigma_x^2=1$ and $\sigma_x\sigma_y=i\sigma_z$. The first term becomes $\partial_x\psi$ and the second becomes $-k_y\sigma_z\psi$. Hence

$$\partial_x\psi=\left[i\kappa(x)\sigma_x+k_y\sigma_z\right]\psi,\qquad \kappa(x)=\frac{E-U(x)}{\hbar v}. \tag{3}$$

Integrate (3) from $-\epsilon$ to $+\epsilon$. The bracket stays finite at the step, so the integral vanishes as $\epsilon\to0$, and $\psi$ is continuous. Its derivative may jump, because $\kappa$ jumps. Two spinor components give two matching conditions, enough to fix one reflected and one transmitted amplitude.

The current follows from $i\hbar\,\partial_t\psi=H\psi$. In $\partial_t(\psi^\dagger\psi)$ the real potential cancels, and the kinetic term leaves

$$\partial_t(\psi^\dagger\psi)=-\nabla\cdot\mathbf j,\qquad \mathbf j=v\,(\psi^\dagger\sigma_x\psi,\ \psi^\dagger\sigma_y\psi). \tag{4}$$

The direction of motion is thus set by the spinor, called the pseudospin, and not by the sign of the wavevector.

## Spinors on the two sides

In a region of constant potential, put $\psi=e^{ik_xx}(1,c)^T$ with kinetic energy $\varepsilon=E-U$. The second row of the eigenvalue equation is $\hbar v(k_x+ik_y)=\varepsilon c$, so

$$c=\frac{\hbar v\,(k_x+ik_y)}{\varepsilon}. \tag{5}$$

The first row then gives $\varepsilon^2=\hbar^2v^2(k_x^2+k_y^2)$, and therefore $|c|=1$. By (4) the current of this wave is

$$j_x=2v\,\mathrm{Re}\,c,\qquad j_y=2v\,\mathrm{Im}\,c . \tag{6}$$

On the n side $\varepsilon=+U_0$. With $k_y=k_F\sin\theta$, the incident wave has $k_x=k_F\cos\theta$ and the reflected wave has $k_x=-k_F\cos\theta$. Equation (5) gives

$$c_{\rm in}=e^{i\theta},\qquad c_{\rm ref}=-\cos\theta+i\sin\theta=-e^{-i\theta}. \tag{7}$$

On the p side $\varepsilon=-U_0$, so $c=-(k_x+ik_y)/k_F$. The transmitted wave must carry current to the right, which by (6) requires $\mathrm{Re}\,c>0$ and hence a negative $k_x$:

$$k_x=-k_F\cos\theta,\qquad c_{\rm tr}=\cos\theta-i\sin\theta=e^{-i\theta}. \tag{8}$$

From (6) and (8), $j_y/j_x=-\tan\theta$: the carrier leaves at the angle $-\theta$. Its $k_y$ is unchanged, but in the valence band velocity points against the wavevector, so the transverse velocity reverses. This is negative refraction.

## Matching at the step

Let $r$ and $t$ be the reflected and transmitted amplitudes. Continuity of the two components at $x=0$ gives

$$1+r=t,\qquad e^{i\theta}-r\,e^{-i\theta}=t\,e^{-i\theta}. \tag{9}$$

Insert the first relation into the second:

$$e^{i\theta}-r\,e^{-i\theta}=e^{-i\theta}+r\,e^{-i\theta}
\quad\Rightarrow\quad 2i\sin\theta=2r\,e^{-i\theta}.$$

Therefore

$$r=i\sin\theta\,e^{i\theta}, \tag{10}$$

and, writing out the exponential,

$$t=1+i\sin\theta(\cos\theta+i\sin\theta)=\cos^2\theta+i\sin\theta\cos\theta=\cos\theta\,e^{i\theta}. \tag{11}$$

Probabilities are ratios of currents. By (6), the incident and transmitted waves of unit amplitude both carry $2v\cos\theta$, and the reflected one carries $-2v\cos\theta$. The flux factors cancel, so $T=|t|^2=\cos^2\theta$ and $R=|r|^2=\sin^2\theta$. This is (1), and $R+T=1$ as current conservation demands.

At grazing incidence, with $\theta=\pi/2-\delta$, transmission vanishes as $\delta^2$. The incident and transmitted pseudospins point along $\theta$ and $-\theta$. The squared overlap of their normalized spinors is $|1+e^{-2i\theta}|^2/4=\cos^2\theta$, which equals $T$ for this symmetric step.

## Why normal incidence is special

For $k_y=0$, equation (3) contains only $\sigma_x$. Let $f_\pm$ be the components of $\psi$ along the eigenvectors of $\sigma_x$ with eigenvalues $\pm1$. They decouple:

$$\partial_xf_\pm=\pm i\kappa(x)f_\pm,\qquad f_\pm(x)=f_\pm(x_0)\exp\!\left[\pm i\int_{x_0}^{x}\kappa(x')\,dx'\right]. \tag{12}$$

By (4), $f_+$ moves right and $f_-$ moves left. Beyond the junction there is no incoming wave from the right, so $f_-=0$ there, and (12) makes it zero everywhere. The potential changes the phase of $f_+$ but not its modulus. Hence $T(0)=1$ for any finite scalar profile $U(x)$ in this model, sharp or smooth, symmetric or not. A mass term $m\sigma_z$ couples $f_+$ to $f_-$ and removes this protection; the next section gives the result for a uniform mass.

## Unequal doping and a gap

**Unequal doping.** Let $E$ differ from zero, with $|E|<U_0$, so that the junction remains p-n. The wavevectors are $k_1=(U_0+E)/(\hbar v)$ on the n side and $k_2=(U_0-E)/(\hbar v)$ on the p side. Conservation of $k_y$ gives

$$k_1\sin\theta_1=k_2\sin\theta_2, \tag{13}$$

where the carrier leaves at $-\theta_2$. If $k_1|\sin\theta_1|>k_2$, there is no propagating transmitted wave and reflection is total. Otherwise (7) and (8) hold with $\theta_1$ on the left and $\theta_2$ on the right, and matching gives

$$r=\frac{e^{i\theta_1}-e^{-i\theta_2}}{e^{-i\theta_1}+e^{-i\theta_2}},\qquad
|r|^2=\frac{\sin^2\frac{\theta_1+\theta_2}{2}}{\cos^2\frac{\theta_1-\theta_2}{2}}. \tag{14}$$

The modulus follows by taking the factor $e^{i(\theta_1-\theta_2)/2}$ out of the numerator and $e^{-i(\theta_1+\theta_2)/2}$ out of the denominator. Now use $T=1-|r|^2$ and the identity

$$\cos^2\tfrac{\theta_1-\theta_2}{2}-\sin^2\tfrac{\theta_1+\theta_2}{2}=\tfrac12\left[\cos(\theta_1-\theta_2)+\cos(\theta_1+\theta_2)\right]=\cos\theta_1\cos\theta_2 .$$

The result is

$$T=\frac{\cos\theta_1\cos\theta_2}{\cos^2\frac{\theta_1-\theta_2}{2}} . \tag{15}$$

For $\theta_1=\theta_2$ it returns (1). At normal incidence it gives one for any doping ratio, in agreement with (12).

**Gap.** A potential difference between the sublattices adds $m\sigma_z$ to $H$ and opens a gap $2m$. Take $m$ uniform and $E=0$. The terms $\hbar vk_y\sigma_y+m\sigma_z$ can be turned into $\hbar vq\,\sigma_y$, with $q^2=k_y^2+m^2/(\hbar v)^2$, by a rotation about the $\sigma_x$ axis. This rotation changes neither $\sigma_x$ nor the scalar potential. The problem is then the massless one with transverse wavevector $q$. Since (1) can be written $T=1-k_y^2/k_F^2$,

$$T=1-\frac{\hbar^2v^2k_y^2+m^2}{U_0^2}, \tag{16}$$

as long as this is positive. Here normal transmission is $1-m^2/U_0^2$, because the mass mixes right and left movers.

## Conductance

At zero temperature, each transverse mode contributes $e^2/h$ times its transmission for each of two spins and two valleys. Take a width $W\gg1/k_F$ with periodic boundary conditions across it. The modes are then spaced by $2\pi/W$ in $k_y$, so with $s=k_y/k_F=\sin\theta$

$$\frac{G}{W}=\frac{4e^2}{h}\int_{-k_F}^{k_F}\frac{dk_y}{2\pi}\,T
=\frac{4e^2}{h}\,\frac{k_F}{2\pi}\int_{-1}^{1}(1-s^2)\,ds=\frac{4e^2}{h}\,\frac{2k_F}{3\pi}. \tag{17}$$

Uniform graphene has $T=1$, and the integral over $s$ is $2$ instead of $4/3$. The sharp step therefore passes two thirds of the ballistic conductance at the same $k_F$.

## Worked example

Take $U_0=50$ meV and $v=10^6$ m/s, so that $\hbar v=0.6582$ eV nm. Then

$$k_F=\frac{0.050}{0.6582}\ \mathrm{nm^{-1}}=0.0760\ \mathrm{nm^{-1}},$$

the Fermi wavelength is $2\pi/k_F=82.7$ nm, and the density on each side is $k_F^2/\pi=1.84\times10^{11}$ cm$^{-2}$. Equation (1) gives $T=0.933$ at $15^\circ$, $0.750$ at $30^\circ$, $0.500$ at $45^\circ$ and $0.250$ at $60^\circ$.

Without a junction the conductance per width is $(4e^2/h)(k_F/\pi)=3.75$ mS/μm. With the sharp step it is $\tfrac23\times3.75=2.50$ mS/μm. The corresponding width-normalized resistances are 267 and 400 Ω μm, so the step adds 133 Ω μm in this ballistic model.

### Finite width

Replace the step by a linear ramp of width $d$. Squaring the matrix in (3) gives $k_y^2-\kappa^2$, since $\sigma_x$ and $\sigma_z$ anticommute. Where $|\kappa|<|k_y|$ the wave is evanescent. On the ramp $|\kappa|=2k_F|x|/d$, so this zone has width $d|\sin\theta|$. It closes at normal incidence and vanishes with $d$.

Integrating (3) with matrix exponentials over 200 thin slices gives the following values at $45^\circ$, with $U_0$ held fixed:

| $d$ (nm) | $k_Fd$ | $T(45^\circ)$ | $G/W$ (mS/μm) |
|---|---|---|---|
| 0 | 0 | 0.500 | 2.50 |
| 10 | 0.76 | 0.455 | 2.41 |
| 40 | 3.04 | 0.141 | 1.67 |

The conductances come from quadrature of the first integral in (17). At 10 nm the conductance is 4% below that of the sharp step. At 40 nm it is 33% below, and the cosine-squared law no longer describes the junction.

### Lattice corrections

A nearest-neighbour honeycomb lattice with bond length 0.142 nm and the same $v$ has hopping energy $2\hbar v/(3\times0.142\ \mathrm{nm})=3.09$ eV. For a zigzag interface and fixed $k_y$ it becomes a chain with two alternating hoppings, in which Bloch waves can be matched numerically across an atomically abrupt step.

Let the step cut the bonds that are normal to the interface. With $\sin\theta$ defined as $k_y/k_F$, this gives $T=0.492$ at $+45^\circ$ and $0.508$ at $-45^\circ$ in one valley. The size and sign of the shift depend on which bonds the step cuts. The shift combines the distortion of the Fermi contour with the abruptness of the step on the atomic scale; these numbers do not separate the two. At normal incidence a reflection of $7\times10^{-5}$ remains. At $45^\circ$ the lattice thus matters less than the 10 nm width.

### Comparison with real junctions

The parameters are meant for graphene encapsulated in hexagonal boron nitride with thin local graphite gates. They are rough: the density is low, and a 10 nm junction is at the narrow end of what gates can give. At this density the sharp-step assumption becomes worse as the junction widens, and at 40 nm it fails, as the table shows. The linear ramp also leaves out self-consistent screening, which changes the field at the junction, and the gradual tails of a gate-defined potential. At the same central slope, such tails can lower oblique transmission well below the values in the table.

Balanced doping matters for the angular law as well. If the Fermi energy lies 3 meV above the symmetric point, (13) gives $\sin\theta_2=(53/47)\sin45^\circ$, and (15) lowers $T(45^\circ)$ from 0.500 to 0.429. An offset of $-3$ meV raises it to 0.552. A uniform half-gap of 5 meV, assumed here for a substrate that breaks the sublattice symmetry, reduces normal transmission through a sharp step to $1-(5/50)^2=0.99$. A wider junction with the same gap transmits less.

For a rough mobility $\mu=10^5$ cm$^2$/Vs, equating the conductivity $ne\mu$ to $(2e^2/h)k_F\ell$, with $n=k_F^2/\pi$, gives a mean free path $\ell=\hbar k_F\mu/e=500$ nm. This value, taken at the density away from the junction, is 50 times the 10 nm width, which supports treating the crossing as ballistic. A device longer than $\ell$ adds diffusive resistance that (17) does not contain.

Temperature enters by averaging the sharp-step conductance over energy with weight $-\partial f/\partial E$, where $f$ is the Fermi function. With $U_0$ and the chemical potential held fixed, numerical integration gives a conductance 0.1% below the zero-temperature value at 4 K, where $k_BT=0.34$ meV. At 300 K, where $k_BT=26$ meV, it is 33% below. For $|E|<U_0$ the more weakly doped side limits the number of open modes, and that number falls in proportion to $|E|$. The modes that close first are near grazing and carry little current, so near $E=0$ the conductance falls much more slowly than the mode count: at $|E|=1$ meV the count is 2% lower and the conductance 0.2% lower, while at $|E|=25$ meV they are 50% and 39% lower. At 300 K the average also includes energies beyond $U_0$, where both sides conduct in the same band. The room-temperature figure leaves out phonon scattering and any change of $U_0$ with temperature.

All numerical values are calculated from the stated model.
